Tunnelling through a parabolic barrier and its low-temperature breakdown

**Problem**

A light atom moves between two sites on a surface. Near the saddle point, the potential along the reaction coordinate q is

V(q) = V0 − ½ m ω² q²,

where m is the effective mass, ω is the modulus of the imaginary frequency and V0 is the height above the reactant level, taken as E = 0. The other modes are assumed separable from q. Let β = 1/(k_B T) and x = ħω/(k_B T).

The tunnelling factor κ is the thermal flux over the barrier with quantum transmission, divided by the same flux with classical transmission. In one dimension, the flux arriving in an energy interval dE is exp(−βE) dE/(2πħ), apart from a common normalization, because the velocity cancels against the density of states. The classical flux is the integral of this from V0 upwards, exp(−βV0)/(2πħβ). Hence

κ = β ∫ P(E) exp[−β(E − V0)] dE,

where P(E) is the transmission probability.

(a) Find κ for the parabola and expand it to order x⁴. (b) Down to what temperature does the result hold, and what happens there? (c) Evaluate κ for the round model values V0 = 0.50 eV and imaginary wavenumber 1000 cm⁻¹, at 300, 240 and 200 K.

No electric charge enters; ħ and m stay in the algebra, and energies are given in eV.

**A tempting wrong solution**

The parabola transmits with probability P = 1/(1 + exp(−y)), where y = 2π(E − V0)/(ħω); this is correct and is derived below. With a = x/(2π), we have β(E − V0) = ay and β dE = a dy, so

κ = a ∫ exp(−ay) P(y) dy, with y from −∞ to ∞.

Integrate by parts. The boundary terms vanish, "since P → 0 at −∞ and exp(−ay) → 0 at +∞". What remains is

κ = ∫ exp(−ay) f(y) dy, f = dP/dy = exp(−y)/(1 + exp(−y))².

The function f is an even peak of unit area. Expand the exponential; odd powers drop out:

κ = 1 + a²⟨y²⟩/2 + a⁴⟨y⁴⟩/24 + ...

For y > 0, f = Σ (−1)ⁿ⁺¹ n exp(−ny), with n = 1, 2, ... Integrating term by term and doubling for the negative half gives

⟨y²ᵏ⟩ = 2 (2k)! S(2k), S(2k) = Σ (−1)ⁿ⁺¹/n²ᵏ.

With S(2) = π²/12 and S(4) = 7π⁴/720, the moments are π²/3 and 7π⁴/15. Since a = x/(2π),

κ = 1 + x²/24 + 7x⁴/5760 + ...

"Every coefficient is finite, so the formula has no low-temperature limit. At 200 K, x = 7.194 and κ = 1 + 2.16 + 3.25 = 6.41. Further terms will refine this."

**Where the fault lies**

The coefficients are right. The claim about the temperature range is wrong. That the x⁴ term at 200 K exceeds the x² term is a warning, not a proof: the ratio of the two is a²S(4)/S(2) = 1.15a², which passes 1 already at a = 0.93, and at 240 K (a = 0.954) the series still converges.

The error enters at the boundary term. As y → −∞, P falls as exp(y), while the Boltzmann factor grows as exp(a|y|). Their product is exp[−(1 − a)|y|], which vanishes only if a < 1. The same condition governs the expansion under the integral, because f also falls as exp(−|y|). The general term of the series is

a²ᵏ⟨y²ᵏ⟩/(2k)! = 2 S(2k) a²ᵏ,

and S(2k) → 1 as k grows. The terms therefore approach 2a²ᵏ, and the series converges only for a < 1, that is, x < 2π. At 200 K, a = 1.145: each later term is eventually larger than the one before by a factor near a² = 1.31, and adding terms makes the sum grow without limit.

**Right solution: the transmission probability**

Put ξ = q√(mω/ħ), p = −i d/dξ and η = (E − V0)/(ħω). The Schrödinger equation becomes hψ = ηψ with

h = ½(p² − ξ²), [ξ, p] = i.

Define u = (p + ξ)/√2 and v = (p − ξ)/√2. Then

[u, v] = ½([ξ, p] − [p, ξ]) = i,
uv + vu = p² − ξ², so h = ½(uv + vu).

In the time τ = ωt, the equations of motion are du/dτ = i[h, u] = u and dv/dτ = −v. Thus v dominates at early times and u at late times. Since ξ = (u − v)/√2, a particle arriving from the left has v > 0. It ends on the right if u > 0 and returns to the left if u < 0.

In the v representation u = i d/dv, and hφ = ηφ reads

i(v dφ/dv + ½φ) = ηφ, so φ(v) = v^(−½ − iη) for v > 0,

with φ = 0 for v < 0. To pass to the u representation, where v = −i d/du, take the Fourier transform:

χ(u) = (2π)^(−½) ∫₀^∞ v^(−½ − iη) exp(iuv) dv = (2π)^(−½) Γ(½ − iη) (−iu)^(−½ + iη).

Convergence is secured by giving u a small positive imaginary part. This fixes the phase: −iu = |u| exp(−iπ/2) for u > 0 and |u| exp(+iπ/2) for u < 0. Raising these phases to the power iη gives real factors exp(πη/2) and exp(−πη/2), so

|u| |χ|² = |Γ(½ − iη)|² exp(±πη)/(2π), upper sign for u > 0.

The left side is the outgoing flux. Indeed, i∂χ/∂τ = hχ gives ∂χ/∂τ = −(u ∂χ/∂u + ½χ), and therefore ∂|χ|²/∂τ + ∂(u|χ|²)/∂u = 0. The ratio of transmitted to reflected flux is exp(2πη), and the two probabilities add to one. Hence

P = 1/(1 + exp(−2πη)).

At the barrier top, half the flux is transmitted. Direct integration of the Schrödinger equation reproduces P at four energies between η = −1 and η = 0.5.

**Right solution: the thermal integral**

With y = 2πη, we need

I = ∫ exp(−ay)/(1 + exp(−y)) dy, κ = aI.

The upper end requires a > 0 and the lower end a < 1. For 0 < a < 1, integrate around the rectangle with corners at ±R and ±R + 2πi and let R → ∞. The vertical sides vanish by the two end conditions. On the upper side, the integrand equals exp(−2πia) times its value on the real axis. The one pole inside is y = iπ. There 1 + exp(−y) ≈ y − iπ, so the residue is exp(−iπa). Therefore

I[1 − exp(−2πia)] = 2πi exp(−iπa).

Dividing by exp(−iπa) turns the bracket into 2i sin(πa), so I = π/sin(πa) and

κ = πa/sin(πa) = (x/2)/sin(x/2), 0 < x < 2π.

For the expansion, let s = x/2. Then sin(s)/s = 1 − s²/6 + s⁴/120 − ..., and its reciprocal is

1 + s²/6 + (1/36 − 1/120)s⁴ + ... = 1 + s²/6 + 7s⁴/360 + ...

Inserting s² = x²/4 and s⁴ = x⁴/16 gives

κ = 1 + x²/24 + 7x⁴/5760 + ...

The x² term is Wigner's correction. As T → ∞, κ → 1. All terms 2S(2k)a²ᵏ are positive, so for this barrier Wigner's form lies below κ throughout 0 < x < 2π. At x = π, for example, κ = π/2 = 1.571, while Wigner's form gives 1 + π²/24 = 1.411, already 10% below the closed form.

**The breakdown at x = 2π**

The formula ends at the temperature

T_c = ħω/(2πk_B), with a = T_c/T.

Let d = 1 − a. Then sin(πa) = sin(πd), and for small d

κ = π(1 − d)/sin(πd) = 1/d − 1 + O(d) ≈ T_c/(T − T_c).

To see which energies cause this growth, maximize the logarithm of the integrand, −ay − ln(1 + exp(−y)). Its derivative vanishes when 1/(exp(y) + 1) = a, so exp(y) = 1/a − 1. Since ħω/(2π) = k_B T_c, the most heavily weighted energy is

E* − V0 = k_B T_c ln(T/T_c − 1).

It lies at the barrier top when T = 2T_c and sinks without limit as T → T_c. Below it, the integrand has a tail exp[−(1 − a)|y|], whose energy range k_B T_c/(1 − a) also diverges. At and below T_c the integral for the unbounded parabola is infinite. The closed form then no longer represents it, and its negative values just beyond the pole have no meaning.

A real reactant has no states at E → −∞. As a first repair, keep the parabolic P but stop the integral at E = 0, which is y = −α with

α = 2πV0/(ħω) = V0/(k_B T_c).

For a < 1 the part removed is positive. Since 1/(1 + exp(−y)) < exp(y), it satisfies

loss < a ∫ exp[(1 − a)y] dy = [a/(1 − a)] exp[−(1 − a)α],

where y runs from −∞ to −α. The floor is harmless if (1 − a)α ≫ 1, a condition that fails before T_c is reached. At a = 1 the cut integral is elementary:

κ = ∫ exp(−y)/(1 + exp(−y)) dy = ln(1 + exp(α)) ≈ α, with y from −α to ∞.

The pole has become a finite number. That number still depends on using the parabola down to the reactant level, where it is a poor description of a barrier.

**Numbers, and a smooth barrier for comparison**

For 1000 cm⁻¹, ħω = 0.12398 eV. Thus k_B T_c = 0.12398/6.2832 = 0.01973 eV, T_c = 229 K and α = 0.50/0.01973 = 25.3.

The comparison barrier is V0/cosh²(ξ/w), with w² = 2B and B = V0/(ħω) = 4.03. Near the top, in units of ħω, it is B − Bξ²/w² = B − ½ξ², so height and curvature agree with the parabola. Its transmission was found by integrating the Schrödinger equation.

At 300 K, x = 4.796 and the closed form gives

κ = 2.398/sin(2.398) = 3.54.

Wigner's form gives 1.96 and the x⁴ form 2.60. Here (1 − a)α = 6.0, and the floor removes only 0.008. The smooth barrier gives 3.06, so the closed form is 16% above it.

At 240 K, x = 5.995 and the closed form gives 20.9, close to the pole estimate 229/11 = 20.8. The most heavily weighted energy is only 0.06 eV below the top, but the tail extends over V0/[(1 − a)α] = 0.50/1.163 = 0.43 eV, nearly the whole barrier height. The floor accordingly lowers κ to 14.4. The smooth barrier gives 6.8, so the closed form is too large by a factor of about three relative to it, although T is still above T_c.

At T_c, the cut parabola gives 25.3 and the smooth barrier 8.7. At 200 K, the closed form returns −8.2, which must be discarded. The cut parabola gives 303, the smooth barrier 22.9 and Wigner's form 3.2. The cut integral is not the factor of an actual potential, since it keeps the transmission of the unbounded parabola. Actual potentials with the same height and curvature also differ widely at 200 K: the Gaussian V0 exp(−ξ²/w²) gives 30, and the parabola joined to V = 0 where it reaches that level gives about 510. This answers part (c): at 200 K, height and curvature do not determine κ, and the profile of the barrier is needed. For the cosh barrier the answer is 23.

**Why the cosh barrier has the larger factor at high temperature**

At 1000 K, the smooth barrier gives 1.106 and the parabola 1.092, the reverse of the order at 300 K. The closed-form transmission of the smooth barrier explains this. It is quoted here without derivation, but it was tested against the direct integration at all energies used:

1/P = 1 + cosh²(½π√(16B² − 1))/sinh²(2π√(BE/ħω)).

Near the top both hyperbolic functions are large, so P ≈ 1/(1 + exp(−θ)), with

θ = 4π√(BE/ħω) − π√(16B² − 1).

Insert E/ħω = B + y/(2π) and expand to first order in 1/B:

θ = y − y²/(8πB) + π/(8B).

The constant raises the transmission near the top; the quadratic term lowers it away from the top. Because dP/dy = f, the change in κ is

δκ = a ∫ exp(−ay) f(y) [π/(8B) − y²/(8πB)] dy = (a/8B)(πκ − κ″/π),

where κ″ = d²κ/da², and κ on the right is the parabolic result. For small a, κ = 1 and κ″ = π²/3, so

δκ = πa/(12B) = x/(24B) = (x²/24)(k_B T/V0),

where the last step uses xB = V0/(k_B T). For the cosh barrier, Wigner's curvature term is thus the leading correction only if k_B T ≪ V0 as well as x small. The size and sign of δκ depend on the profile near the top, not on V0 alone: the cut parabola follows Wigner's term even at k_B T ≈ V0, and the barrier V0 exp(−s² − s⁴) with s = ξ/w, of equal height and curvature but with a quartic term of opposite sign, gives 1.085 at 1000 K, below the parabola. At 1000 K the estimate is 0.0863 × 0.172 = 0.015, against a computed difference of 0.014. Near a = 1, κ″ ≈ 2/(1 − a)³ outgrows π²κ, and δκ becomes negative, as found at 300 K. There the first-order estimate gives the sign of the difference but not its size.

All these values belong to a one-dimensional model. Coupling to other modes, friction from the surface and curvature of the reaction path are left out. A bound adsorbate also has discrete vibrational levels, so for it the integral over a continuous energy is itself an approximation. The numerical output gives the remaining temperatures and intermediate values.

Computed values

```
barrier height V0 = 0.50 eV
imaginary wavenumber = 1000 cm^-1
hbar omega = 0.12398 eV
V0/(hbar omega) = 4.0328 (dimensionless)
alpha = 2 pi V0/(hbar omega) = 25.339 (dimensionless)
pole temperature T_c = 228.99 K; 2 T_c = 457.98 K
k_B T_c = 0.01973 eV
series coefficients x^2, x^4, x^6: 1/24, 7/5760, 31/967680
radius estimated from coefficients = 6.2809; 2 pi = 6.2832
eta = -1.0: P integrated = 0.00186, P formula = 0.00186
eta = -0.3: P integrated = 0.13182, P formula = 0.13182
eta = 0.0: P integrated = 0.50000, P formula = 0.50000
eta = 0.5: P integrated = 0.95858, P formula = 0.95858
T = 1000 K: x = 1.4388, x/(2 pi) = 0.2290
  closed form = 1.0918
  Wigner = 1.0863, fourth order = 1.0915
  cut parabola = 1.0918, sech^2 barrier = 1.1055
  dominant energy E - V0 = 0.0240 eV, (1-a) alpha = 19.536
T = 600 K: x = 2.3980, x/(2 pi) = 0.3816
  closed form = 1.2869
  Wigner = 1.2396, fourth order = 1.2798
  cut parabola = 1.2869, sech^2 barrier = 1.3037
  dominant energy E - V0 = 0.0095 eV, (1-a) alpha = 15.668
T = 300 K: x = 4.7959, x/(2 pi) = 0.7633
  closed form = 3.5422
  Wigner = 1.9584, fourth order = 2.6013
  cut parabola = 3.5342, sech^2 barrier = 3.0601
  dominant energy E - V0 = -0.0231 eV, (1-a) alpha = 5.998
T = 240 K: x = 5.9949, x/(2 pi) = 0.9541
  closed form = 20.8675
  Wigner = 2.4975, fourth order = 4.0671
  cut parabola = 14.3652, sech^2 barrier = 6.7643
  dominant energy E - V0 = -0.0599 eV, (1-a) alpha = 1.163
T = 200 K: x = 7.1939, x/(2 pi) = 1.1449
  closed form = -8.1790 (meaningless, x > 2 pi)
  Wigner = 3.1563, fourth order = 6.4112
  cut parabola = 302.7037, sech^2 barrier = 22.8951
at T_c: cut parabola = 25.339, sech^2 barrier = 8.663
at T_c: Wigner = 2.6449
Wigner 10% below closed form at x = 3.1283, T = 459.9 K
```
